# Does falling resistance on cooling prove a metallic silicon layer?

**The argument under review.** The resistance of a silicon inversion layer falls steadily as the layer is cooled from 8 K to about 1 K. The resistance of an insulator rises on cooling. The layer is therefore said to have a metallic ground state.

The second premise holds for an insulator at sufficiently low temperature. The conclusion needs more: that no system with an insulating ground state shows a falling resistance in the measured window. One counterexample would defeat it. I therefore examine a model whose ground state is known within its own theory, and ask which way its resistance moves.

**The model**

Take two-dimensional electrons of mass $m$ and areal density $n$, with two spins and two equivalent valleys. Four filled Fermi discs give $n=4\pi k_F^2/(4\pi^2)$, so $k_F=\sqrt{\pi n}$. The density of states is $N_0=2m/(\pi\hbar^2)$. Let $t=T/T_F$, with $k_BT_F=E_F$.

Charges of areal density $n_i$ at the interface scatter the electrons. With static random-phase screening and mean dielectric constant $\kappa$, the scattering potential is

$$U(q)=\frac{e^2}{2\epsilon_0\kappa\,(q+q_{TF}P)},\qquad q_{TF}=\frac{e^2N_0}{2\epsilon_0\kappa}.$$

Here $P$ is the static polarisation divided by $N_0$. By definition

$$N_0P=4\int\!\frac{d^2k}{4\pi^2}\,\frac{f_k-f_{k+q}}{\varepsilon_{k+q}-\varepsilon_k}
=8\,\mathrm{PV}\!\!\int\!\frac{d^2k}{4\pi^2}\,\frac{f_k}{\varepsilon_{k+q}-\varepsilon_k},$$

where $k\to-k-q$ in the second term makes it equal to the first. The energy difference is $(\hbar^2/2m)(q^2+2kq\cos\theta)$. With $s=\tan(\theta/2)$,

$$\int_0^{2\pi}\!\frac{d\theta}{a+b\cos\theta}=\int_{-\infty}^{\infty}\frac{2\,ds}{(a+b)+(a-b)s^2}.$$

This is $2\pi/\sqrt{a^2-b^2}$ for $a>b>0$. For $b>a$ its principal value is zero, because $\mathrm{PV}\int ds/(c^2-s^2)=0$. Hence states with $2k<q$ contribute:

$$N_0P=\frac{8m}{\pi\hbar^2}\int_0^{q/2}\frac{k\,dk\,f_k}{q\sqrt{q^2-4k^2}}.$$

Setting $k=(q/2)\sqrt{1-v^2}$ gives $k\,dk\to(q^2/4)v\,dv$ and a square root $qv$. Thus

$$P(q,T)=\int_0^1dv\,f\big(E_q(1-v^2)\big),\qquad E_q=\frac{\hbar^2q^2}{8m}.$$

At $T=0$, $P=1$ up to $q=2k_F$, and $P=1-\sqrt{1-E_F/E_q}$ beyond. This kink sits at the wave vector of backscattering, which relaxes current most effectively.

**How the kink makes resistance fall on cooling**

The golden rule, with the transport factor $1-\cos\theta=2\sin^2\phi$ and $\phi=\theta/2$, gives

$$\frac1{\tau(\varepsilon)}=\frac{4n_im}{\pi\hbar^3}\int_0^{\pi/2}\!d\phi\,\sin^2\!\phi\,|U(2k\sin\phi)|^2
=A\int_0^{\pi/2}\!\frac{\sin^2\!\phi\,d\phi}{\big(\sqrt{\varepsilon/E_F}\sin\phi+xP\big)^2},$$

with $x=q_{TF}/2k_F$ and $A$ independent of temperature. At $T=0$ this is $1/\tau_0=AJ$, where $J=\int_0^{\pi/2}\sin^2\!\phi\,(\sin\phi+x)^{-2}d\phi$. The Boltzmann conductivity is

$$\sigma=\frac{ne^2}{m}\int d\varepsilon\,\frac{\varepsilon}{E_F}\,\tau(\varepsilon)\Big(-\frac{\partial f}{\partial\varepsilon}\Big).$$

For small $t$, write $z=(\varepsilon-\mu)/k_BT$ and $w(y)=1/[4\cosh^2(y/2)]$. In two dimensions $\mu-E_F$ is exponentially small. A Fermi function is an average of sharp steps at $\mu+k_BTy$ with weight $w(y)$, so near the kink

$$1-P\simeq\sqrt t\int dy\,w(y)\sqrt{(\zeta-y)_+},\qquad \zeta=\frac{E_q-\mu}{k_BT},$$

where $(a)_+$ is $a$ if positive and zero otherwise. Near backscattering put $\phi=\pi/2-s$. Then $E_q=\varepsilon\sin^2\phi$ gives $\zeta\simeq z-s^2/t$. A small $1-P$ raises the integrand of the rate by $2x(1-P)/(1+x)^3$. With $u=s^2/t$ and $ds=\sqrt t\,du/(2\sqrt u)$,

$$\delta\frac1\tau=\frac{2Ax}{(1+x)^3}\,\frac t2\int dy\,w(y)\int_0^{(z-y)_+}\!\!du\,\sqrt{\frac{z-y-u}{u}}.$$

The inner integral is $\frac{\pi}{2}(z-y)_+$, by $u=(z-y)\sin^2\alpha$. The remaining average $\int dy\,w(y)(z-y)_+$ has second derivative $w(z)$ and vanishes at $z\to-\infty$, so it is $\ln(1+e^z)$. Therefore

$$\delta\frac1\tau=\frac{\pi}{2}\,\frac{Ax\,t}{(1+x)^3}\,\ln(1+e^z).$$

Now average over the electrons that carry current. The smooth energy dependence of $\varepsilon\tau$ is odd in $z$ at first order and drops out, leaving terms of order $t^2$. With $F=1/(1+e^z)$,

$$\int dz\,w(z)\ln(1+e^z)=\int_0^1(-\ln F)\,dF=1.$$

Since $\delta\rho/\rho_0=\tau_0\langle\delta(1/\tau)\rangle$ at this order,

$$\frac{\rho}{\rho_0}=1+Ct+O(t^{3/2}),\qquad C=\frac{\pi}{2}\,\frac{x}{(1+x)^3J}.$$

The next order comes, for instance, from $(1-P)^2\sim t$ acting over an angular width $\sqrt t$. For strong screening $J\to\pi/4x^2$ and $C\to2$; for weak screening $J\to\pi/2$ and $C\to x$. Since $J>0$, the slope is positive for every $x$, so at low temperature this resistance falls on cooling.

The phrase "temperature-dependent screening" covers two effects. If the polarisation is frozen at its $T=0$ form, $\ln(1+e^z)$ becomes $(z)_+$, whose average is $\ln2$. The slope is then $C\ln2$, because hotter electrons reach the poorly screened region $q>2k_F$. Thermal softening of the screening, felt by an electron held at $z=0$, also gives $\ln2$. The two contributions do not add to the full value 1, so fixed shares cannot be assigned to them. If $P=1$ throughout, the linear term vanishes.

**Why the same model can be an insulator**

The Boltzmann formula has a finite $\rho_0$ by construction. Extrapolating it to $T=0$ assumes a metal and cannot prove one. Among the things it omits is interference between time-reversed paths.

For independent electrons with time-reversal symmetry and no spin-orbit coupling, I take as input the standard leading correction in $1/k_Fl$, where $l$ is the mean free path. With diffusion constant $D$, dephasing time $\tau_\phi$ and cutoff $DQ^2<1/\tau$,

$$\delta\sigma=-\frac{2e^2D}{\pi\hbar}\int\!\frac{d^2Q}{4\pi^2}\,\frac1{DQ^2+1/\tau_\phi}
=-\frac{e^2}{2\pi^2\hbar}\ln\!\Big(1+\frac{\tau_\phi}{\tau}\Big).$$

This counts both spins and one valley channel. With $p$ independent valley channels, the change in $g=\sigma h/e^2$ is $\delta g=-(p/\pi)\ln(1+\tau_\phi/\tau)$. Here $p=1$ if scattering mixes the valleys strongly, and $p=2$ if the valleys stay separate. I use $1/\tau_\phi=ak_BT/\hbar$ with constant $a$. This leaves out a $T^2$ term from electron-electron collisions, which would weaken the interference further at the warm end of the window.

The correction grows without limit as $T\to0$. In the scaling theory of this class of electrons, all states in two dimensions are localised, and the ground state of a large enough sample is insulating. This is the required model; what remains is the temperature at which its resistance turns upward.

For $\tau_\phi\gg\tau$ and small $t$, $g\simeq g_0(1-CT/T_F)+(p/\pi)\ln T+\text{const}$. Setting $dg/dT=0$ gives the resistance minimum

$$T^*=\frac{p\,T_F}{\pi g_0C}.$$

This estimate has a flaw. From $g_0=2k_Fl=4E_F\tau/\hbar$ it follows that $k_BT^*=p\Gamma/(2\pi C)$, with $\Gamma=\hbar/2\tau$. For $C$ near 2 and $p=1$, $T^*$ lies far below the energy scale on which disorder blurs the kink. I therefore convolve the Fermi function in $P$ with a Lorentzian of half-width $\Gamma$, a phenomenological repair. With this repair the screening term starts as $T^2$, as for any smooth function averaged over a narrow thermal window, and the minimum moves up. The $T^2$ onset belongs to the repair: for $k_BT\tau/\hbar\ll1$ the theory of interaction corrections gives logarithmic terms instead, which are left out here (see the last section).

**Numbers for a silicon-like layer**

I use rough typical values for a (100) silicon transistor: $m=0.19\,m_e$, dielectric constants 11.7 and 3.9 (mean 7.8), and $n=3\times10^{11}$ cm$^{-2}$. The low-temperature Boltzmann mobility is set to $10^4$ cm$^2$/Vs, which in the golden rule needs $n_i\approx7\times10^{10}$ cm$^{-2}$ with the sharp kink and about $5.5\times10^{10}$ cm$^{-2}$ with the smeared one. I choose $a=0.15$ and $p=1$. The scattering rate above contains no intervalley term, so $p=1$ assumes additional short-range scattering that mixes the valleys; $p=2$ is treated below.

Then $k_F=0.0971$ nm$^{-1}$, $T_F=21.9$ K and $q_{TF}=1.841$ nm$^{-1}$. Hence $x=1.841/(2\times0.0971)=9.48$. Quadrature gives $J=0.007364$, so

$$C=\frac{1.571\times9.483}{10.483^3\times0.007364}=1.76.$$

The mobility gives $\tau=1.08$ ps, $l=64$ nm, $g_0=12.4$ and $\Gamma/k_B=3.5$ K. The unsmeared estimate is $T^*=21.9/(\pi\times12.4\times1.76)=0.32$ K.

The table comes from numerical integration of the full Boltzmann expression. Each Boltzmann curve is scaled to its own low-temperature limit, with $g_0$ held fixed. The last column includes smearing and interference.

| $T$ (K) | $\rho/\rho_0$, sharp kink | $\rho/\rho_0$, smeared | total $\rho$ (Ω/sq) |
|---|---|---|---|
| 0.1 | 1.009 | 1.000 | 2472 |
| 0.5 | 1.047 | 1.007 | 2376 |
| 1 | 1.098 | 1.026 | 2378 |
| 2 | 1.208 | 1.084 | 2476 |
| 4 | 1.460 | 1.243 | 2815 |
| 8 | 2.086 | 1.657 | 3755 |

At 4 K, for example, $\tau_\phi=12.7$ ps and $\delta g=-\ln(12.8)/\pi=-0.81$. So $g=12.41/1.243-0.81=9.17$, and $\rho=25813/9.17\approx2815$ Ω.

The total resistance falls by 37% between 8 K and its minimum at about 0.7 K, then rises by 4% down to 0.1 K. With $p=1$, an experiment that stopped at 1 K would record the trend on which the argument rests, in a model with an insulating ground state. The place of the minimum depends on the phenomenological width: halving $\Gamma$ in the smearing gives 0.54 K and a fall of 42%, doubling it gives 0.97 K and 29%. Changing $a$ between 0.05 and 0.5 leaves the minimum at 0.7 K. At the warm end the interference formula is marginal, since the dephasing length is only $1.7\,l$ at 8 K, and using the temperature-dependent $\tau$ in the logarithm raises the 8 K entry by about 2%. With constant screening ($P=1$) and no interference, $\rho/\rho_0$ at 4 K is 0.993: the large metallic-looking change has gone.

Cooling further may not settle the matter. With a sample or dephasing length $L$ as cutoff, $\delta g\simeq-(2/\pi)\ln(L/l)$ for $p=1$. This cancels $g_0$ at

$$\xi\sim l\,e^{\pi g_0/2}\approx 64\ \text{nm}\times e^{19.5}\sim 20\ \text{m}.$$

The formula is being used beyond its range, so this is an order of magnitude at best. The dephasing length $\sqrt{D\tau_\phi}$ at the minimum is about 0.4 µm. On this estimate a sample of ordinary size with $p=1$ would not show strong localisation, although the infinite system is an insulator. The result depends strongly on $p$: if the valleys stayed separate at all lengths, $\xi\sim l\,e^{\pi g_0/4}$ would be only about 1 mm.

**What real layers change**

A real layer has thickness. For a density profile $\propto z^2e^{-bz}$ with mean depth 4 nm, including the image charge in the oxide, $C$ drops to 1.50, the smeared ratio at 4 K drops from 1.24 to 1.19, and the minimum moves to 0.8 K. Weak valley mixing ($p=2$) puts the minimum near 1.1 K in the thin layer and near 1.25 K in the thick one, so in that case the upturn would begin just inside a window that ends at 1 K. Acoustic phonons scatter at a rate $m\Xi^2k_BT(3b/16)/(\hbar^3\rho_mv_s^2)$ in the equipartition limit. With rough values $\Xi=12$ eV, mass density $\rho_m=2330$ kg/m$^3$ and sound speed $v_s=9000$ m/s, this is about 2% of the impurity rate at 4 K. Because 4 K lies below $2\hbar k_Fv_s/k_B\approx13$ K, the equipartition formula overestimates the phonon rate there, so phonon scattering is small beside the screening effect.

Two approximations are serious. The golden rule treats each charge to lowest order, but $U(0)=1/N_0$ is not a weak potential, so in a fuller treatment $n_i$ could change by a factor of several, and $C$ could also change appreciably. The other is the treatment of interactions. The radius $1/\sqrt{\pi n}$ of a disc holding one electron, divided by the effective Bohr radius $4\pi\epsilon_0\kappa\hbar^2/(me^2)$, is $r_s\approx4.7$, where random-phase screening is not quantitative; I have no bound on the resulting error in $C$. Random-phase screening also leaves out exchange and the interactions that depend on spin and valley. In the standard theory of interaction corrections, once $k_BT\tau/\hbar$ is no longer small (it is 0.57 at 4 K), these add terms to $g$ that are linear in $T$. Lowest-order exchange opposes the screening effect, but the sum of the added terms can be as large as the screening term and can have either sign. The slope found here is therefore a property of the model, not a prediction for a real layer. At lower temperatures interactions add logarithmic terms to $g$, which can be comparable in size to the interference term and of either sign. All these terms are omitted here, so the model does not show that real silicon layers are insulators.

**Recommendation.** The data support the statement that $d\rho/dT>0$ in the measured window. The claim of a metallic ground state should be withdrawn unless separate evidence fixes the behaviour of $g$ as temperature falls and sample size grows.

Numbers in the example were calculated in double precision.
